**Modified Becke-Johnson exchange in a uniform gas**

The program tests that c·v_S + (3c−2)·K equals the exact uniform-gas exchange potential −k/π for each of six values of c. Here v_S is the Slater potential, K is the kinetic-energy term, k is the Fermi wavevector of one spin, and c is the mixing parameter. It asserts agreement between a real-space integral over the exchange hole, a finite difference of the exchange energy, the self-energy at the Fermi surface, and a sum over the wavevectors of a finite box. It also asserts that the Becke-Roussel solver reproduces the exact hole potential of hydrogen 1s at two radii. At the mean valence density of silicon, the output gives −8.2907 eV for all six values of c. The Becke-Roussel model hole, with its curvature in the uniform gas multiplied by g = 0.8, changes this by 5.97 meV at c = 1.2. In a model gas with a 3 eV cosine potential, the slope in c is −1.20 eV at the density peak and 1.40 eV at the trough, so c matters once the density varies.

## Check in Python

```python
"""
Result under test: in a uniform electron gas the modified Becke-Johnson potential
    v = c*v_S + (3c-2)*K,   K = (1/pi)*sqrt(5/12)*sqrt(2t/n),
equals the exact exchange potential -k/pi for every constant c.
n: density of one spin; k = (6 pi^2 n)^(1/3): its Fermi wavevector;
t = (1/2) sum |grad psi|^2: kinetic-energy density of that spin;
v_S: Slater potential, i.e. the potential of the exact exchange hole.
Hartree atomic units inside; eV and nm in the printed output.
A gas in a cosine potential shows what happens when the density varies.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, j1, spherical_jn
from pyscf.dft import libxc

pi = np.pi
HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR_NM = constants.physical_constants["Bohr radius"][0] * 1e9
KELVIN_EV = constants.k / constants.e


def gauss(count, low, high):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def fermi_wavevector(n_spin):
    return (6 * pi**2 * n_spin) ** (1 / 3)


def kinetic_term(t_over_n):
    return np.sqrt(5 / 12) * np.sqrt(2 * t_over_n) / pi


def mbj(c, hole, kinetic):
    return c * hole + (3 * c - 2) * kinetic


# ---- uniform gas from the definitions ----
PHASE, PHASE_W = gauss(600, 0.0, 200.0)


def slater_uniform(n_spin):
    """Real-space integral over the exchange hole, with its averaged far tail."""
    k = fermi_wavevector(n_spin)
    r, w = PHASE / k, PHASE_W / k
    gamma = 3 * n_spin * spherical_jn(1, k * r) / (k * r)
    near = np.sum(w * 4 * pi * r * gamma**2) / n_spin
    r_end = 200.0 / k
    return -near - 9 * pi * n_spin / (k**4 * r_end**2)


# Explicit sum over the wavevectors of a large periodic box
radius = 60.3
line = np.arange(-61, 62)
q2 = line[:, None, None]**2 + line[None, :, None]**2 + line[None, None, :]**2
mean_q2 = q2[q2 <= radius**2].sum() / np.count_nonzero(q2 <= radius**2)
# The effective radius follows from the number of filled states.
k_box = (3 * np.count_nonzero(q2 <= radius**2) / (4 * pi)) ** (1 / 3)
mean_q2_scaled = mean_q2 / k_box**2
assert abs(mean_q2_scaled - 3 / 5) < 5e-4  # finite box

lattice_nm = 0.543
lattice = lattice_nm / BOHR_NM
n_total = 32 / lattice**3
n_half = n_total / 2
kF = fermi_wavevector(n_half)
c_values = [-0.012, 0.0, 2 / 3, 1.0, 1.2, 1.5]

for n_spin in (n_half, 0.3 * n_total, 0.7 * n_total):
    k = fermi_wavevector(n_spin)
    hole = slater_uniform(n_spin)
    kin = kinetic_term(mean_q2_scaled * k**2 / 2)
    step = 1e-3 * n_spin
    energy = lambda n: 0.5 * n * slater_uniform(n)
    v_derivative = (energy(n_spin + step) - energy(n_spin - step)) / (2 * step)
    self_energy = -quad(lambda q: q * np.log((k + q) / (k - q)),
                        0, k, limit=200)[0] / (pi * k)
    assert abs(hole / (-3 * k / (2 * pi)) - 1) < 1e-5
    assert abs(v_derivative / (-k / pi) - 1) < 1e-5
    assert abs(self_energy / (-k / pi) - 1) < 1e-6
    assert abs(kin / (k / (2 * pi)) - 1) < 5e-4
    for c in c_values:
        # The finite box limits the accuracy of the kinetic term.
        assert abs(mbj(c, hole, kin) / v_derivative - 1) < 2e-3

v_slater = slater_uniform(n_half)
K_uniform = kinetic_term(3 * kF**2 / 10)
v_exact = -kF / pi


# ---- Becke-Roussel model hole ----
def becke_roussel(n_spin, curvature):
    """curvature = (laplacian n - 2*gamma*D)/6, D = 2t - |grad n|^2/(4n)."""
    right = (2 / 3) * pi ** (2 / 3) * n_spin ** (5 / 3)
    f = lambda x: x * np.exp(-2 * x / 3) * curvature - right * (x - 2)
    x = brentq(f, 0, 2, xtol=1e-13) if curvature < 0 else brentq(f, 2, 60, xtol=1e-13)
    b = (x**3 * np.exp(-x) / (8 * pi * n_spin)) ** (1 / 3)
    return -(1 - np.exp(-x) * (1 + x / 2)) / b


for r in (0.5, 1.5):  # hydrogen 1s: D = 0 and the model hole is exact
    n_1s = np.exp(-2 * r) / pi
    hartree_1s = (1 - (1 + r) * np.exp(-2 * r)) / r
    assert abs(becke_roussel(n_1s, (4 - 4 / r) * n_1s / 6) + hartree_1s) < 1e-9
v_br = {g: becke_roussel(n_half, -g * kF**2 * n_half / 5) for g in (0.8, 1.0)}

# ---- three-dimensional gas in the potential A*cos(G*x) ----
G = 2 * pi * np.sqrt(3) / lattice
WAVES = np.arange(-5, 6)


def bloch(k_points, amplitude):
    k_points = np.atleast_1d(k_points)
    h = np.zeros((len(k_points), len(WAVES), len(WAVES)))
    i = np.arange(len(WAVES))
    h[:, i, i] = 0.5 * (k_points[:, None] + G * WAVES) ** 2
    h[:, i[1:], i[:-1]] = h[:, i[:-1], i[1:]] = amplitude / 2
    return np.linalg.eigh(h)


def filled_states(amplitude, level):
    """Filled Bloch states along x; weights include both signs of k."""
    parts = []
    for band in range(4):
        bottom, top = (0.0, G / 2) if band % 2 == 0 else (G / 2, 0.0)
        edge = lambda q: bloch(q, amplitude)[0][0, band] - level
        if edge(bottom) >= 0:
            break
        end = top if edge(top) <= 0 else brentq(edge, 0.0, G / 2, xtol=1e-13)
        q, w = gauss(60, min(bottom, end), max(bottom, end))
        e, vectors = bloch(q, amplitude)
        kappa = np.sqrt(np.maximum(2 * (level - e[:, band]), 0))
        parts.append((q, w / pi, kappa, vectors[:, :, band]))
    return [np.concatenate(p) for p in zip(*parts)]


def mean_density(amplitude, level):
    _, w, kappa, _ = filled_states(amplitude, level)
    return np.sum(w * kappa**2) / (4 * pi)


S_END = 80.0 / kF
s_nodes, s_weights = gauss(140, 0.0, S_END)
a_nodes, a_weights = gauss(140, 0.0, 1.0)
S = np.repeat(s_nodes, len(a_nodes))
COS = np.tile(a_nodes, len(s_nodes))
# Factor two: both chosen x positions are mirror planes.
VOLUME = 4 * pi * np.repeat(s_weights, len(a_nodes)) * np.tile(a_weights, len(s_nodes))


def local_terms(states, x):
    """Spin density, Slater potential, K and hole charge at a mirror plane x."""
    q, w, kappa, coef = states
    wave = q[:, None] + G * WAVES
    terms = coef * np.exp(1j * wave * x)
    phi, slope = terms.sum(axis=1), (1j * wave * terms).sum(axis=1)
    n = np.sum(w * abs(phi)**2 * kappa**2) / (4 * pi)
    t = 0.5 * np.sum(w * (abs(slope)**2 * kappa**2 / (4 * pi)
                          + abs(phi)**2 * kappa**4 / (8 * pi)))
    far_x = x + S * COS
    rho = S * np.sqrt(1 - COS**2)
    far_phi = (np.exp(1j * np.outer(far_x, G * WAVES)) @ coef.T
               * np.exp(1j * np.outer(far_x, q)))
    overlap = np.real(far_phi * np.conj(phi))
    disk = kappa * j1(np.outer(rho, kappa)) / (2 * pi * rho[:, None])
    gamma = (overlap * disk) @ w
    hole = -np.sum(VOLUME * S * gamma**2) / n - 3 / (2 * pi * kF * S_END**2)
    charge = np.sum(VOLUME * S**2 * gamma**2) / n + 3 / (pi * kF * S_END)
    return n, hole, kinetic_term(t / n), charge


fermi_energy = kF**2 / 2
wave_results = {}
for amplitude_ev in (0.0, 0.3, 3.0):
    A = amplitude_ev / HARTREE
    level = brentq(lambda m: mean_density(A, m) - n_half,
                   0.5 * fermi_energy, 1.5 * fermi_energy, xtol=1e-11)
    states = filled_states(A, level)
    wave_results[amplitude_ev] = {
        "peak": local_terms(states, pi / G), "trough": local_terms(states, 0.0)}

for n, hole, kin, charge in wave_results[0.0].values():
    assert abs(n / n_half - 1) < 1e-7
    assert abs(hole / v_slater - 1) < 1e-4
    assert abs(kin / K_uniform - 1) < 1e-7
    assert abs(charge - 1) < 1e-3
for amplitude_ev in (0.3, 3.0):
    for row in wave_results[amplitude_ev].values():
        # The far tail is taken from the uniform gas, hence this tolerance.
        assert abs(row[3] - 1) < 0.015
largest_slope = {a: max(abs(r[1] + 3 * r[2]) for r in rows.values())
                 for a, rows in wave_results.items()}
assert largest_slope[3.0] > 10 * largest_slope[0.0]
assert largest_slope[0.3] < 0.3 * largest_slope[3.0]

# ---- correlation and temperature ----
v_corr = libxc.eval_xc(",LDA_C_PW", np.array([n_total]), spin=0, deriv=1)[1][0][0]
v_lda = libxc.eval_xc("LDA_X,", np.array([n_total]), spin=0, deriv=1)[1][0][0]
assert abs(v_lda / v_exact - 1) < 1e-8
theta = 300 * KELVIN_EV / (fermi_energy * HARTREE)


def fermi_integral(power, mu):
    f = lambda y: y**power * expit((mu - y) / theta)
    cuts = [0, mu - 40 * theta, mu, mu + 40 * theta]
    return sum(quad(f, a, b, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
               for a, b in zip(cuts[:-1], cuts[1:]))


mu_T = brentq(lambda m: fermi_integral(0.5, m) - 2 / 3, 0.99, 1.01, xtol=1e-14)
thermal_ratio = fermi_integral(1.5, mu_T) / (2 / 5)
assert abs((thermal_ratio - 1) / (5 * pi**2 * theta**2 / 12) - 1) < 0.01
thermal_shift = K_uniform * (np.sqrt(thermal_ratio) - 1)

# ---- printed numbers ----
print(f"Lattice constant, rough silicon value: {lattice_nm:.3f} nm")
print(f"Mean valence density: {n_total / BOHR_NM**3:.2f} nm^-3")
print(f"Fermi wavevector: {kF / BOHR_NM:.3f} nm^-1")
print(f"Fermi energy: {fermi_energy * HARTREE:.3f} eV")
print(f"Box sum, mean q^2/k^2: {mean_q2_scaled:.5f} (no unit)")
print(f"Slater potential by quadrature: {v_slater * HARTREE:.4f} eV")
print(f"Kinetic term K: {K_uniform * HARTREE:.4f} eV")
print(f"Exact exchange potential: {v_exact * HARTREE:.4f} eV")
print(f"Exact exchange potential: {v_exact:.5f} hartree")
print("Uniform gas: c, hole part, kinetic part, sum (eV)")
for c in c_values:
    parts = np.array([c * v_slater, (3 * c - 2) * K_uniform]) * HARTREE
    print(f"  {c:7.3f} {parts[0]:10.4f} {parts[1]:10.4f} {parts.sum():10.4f}")
for g, value in v_br.items():
    print(f"Becke-Roussel potential, gamma={g:.1f}: {value * HARTREE:.4f} eV")
    print(f"  error of mBJ at c=1.2: {1.2 * (value + 1.5 * kF / pi) * HARTREE * 1e3:.2f} meV")
print(f"Cosine potential wavelength: {2 * pi / G * BOHR_NM:.4f} nm")
print(f"Numerical slope at zero amplitude: {largest_slope[0.0] * HARTREE * 1e3:.3f} meV")
for amplitude_ev in (0.3, 3.0):
    print(f"Cosine amplitude: {amplitude_ev:.1f} eV")
    for place, (n, hole, kin, charge) in wave_results[amplitude_ev].items():
        print(f" {place}: total density {2 * n / BOHR_NM**3:.2f} nm^-3")
        print(f"  v_S {hole * HARTREE:.4f} eV, K {kin * HARTREE:.4f} eV")
        print(f"  dv/dc {(hole + 3 * kin) * HARTREE:.4f} eV, hole charge {charge:.4f} e")
        if amplitude_ev == 3.0:
            v1, v2 = (mbj(c, hole, kin) * HARTREE for c in (1.0, 1.2))
            print(f"  mBJ at c=1.0: {v1:.4f} eV; at c=1.2: {v2:.4f} eV")
            print(f"  local-density exchange: {-fermi_wavevector(n) / pi * HARTREE:.4f} eV")
print(f"Correlation potential, Perdew-Wang: {v_corr * HARTREE:.4f} eV")
print(f"Change of K from 0 to 300 K: {thermal_shift * HARTREE * 1e3:.4f} meV")
print("success")
```

It prints:

```
Lattice constant, rough silicon value: 0.543 nm
Mean valence density: 199.87 nm^-3
Fermi wavevector: 18.088 nm^-1
Fermi energy: 12.465 eV
Box sum, mean q^2/k^2: 0.60000 (no unit)
Slater potential by quadrature: -12.4361 eV
Kinetic term K: 4.1454 eV
Exact exchange potential: -8.2907 eV
Exact exchange potential: -0.30468 hartree
Uniform gas: c, hole part, kinetic part, sum (eV)
   -0.012     0.1492    -8.4400    -8.2907
    0.000    -0.0000    -8.2907    -8.2907
    0.667    -8.2907     0.0000    -8.2907
    1.000   -12.4361     4.1454    -8.2907
    1.200   -14.9233     6.6326    -8.2907
    1.500   -18.6541    10.3634    -8.2907
Becke-Roussel potential, gamma=0.8: -12.4311 eV
  error of mBJ at c=1.2: 5.97 meV
Becke-Roussel potential, gamma=1.0: -12.1185 eV
  error of mBJ at c=1.2: 381.07 meV
Cosine potential wavelength: 0.3135 nm
Numerical slope at zero amplitude: 0.005 meV
Cosine amplitude: 0.3 eV
 peak: total density 206.33 nm^-3
  v_S -12.5649 eV, K 4.1457 eV
  dv/dc -0.1279 eV, hole charge 1.0002 e
 trough: total density 193.49 nm^-3
  v_S -12.3066 eV, K 4.1455 eV
  dv/dc 0.1298 eV, hole charge 0.9998 e
Cosine amplitude: 3.0 eV
 peak: total density 267.38 nm^-3
  v_S -13.6815 eV, K 4.1613 eV
  dv/dc -1.1975 eV, hole charge 1.0021 e
  mBJ at c=1.0: -9.5201 eV; at c=1.2: -9.7596 eV
  local-density exchange: -9.1352 eV
 trough: total density 139.98 nm^-3
  v_S -11.1203 eV, K 4.1728 eV
  dv/dc 1.3979 eV, hole charge 0.9984 e
  mBJ at c=1.0: -6.9476 eV; at c=1.2: -6.6680 eV
  local-density exchange: -7.3626 eV
Correlation potential, Perdew-Wang: -1.3997 eV
Change of K from 0 to 300 K: 0.0367 meV
success
```
